**Piezoelectric potential of a bent c-axis ZnO nanowire**

Away from its ends, an insulating wire under a transverse tip force F has the surface potential F(d15 − d33)cosθ/[πa(κ11ᵀ + κ0)], independent of position along the wire. Here a is the radius, θ the angle from the force direction, d15 and d33 the piezoelectric coefficients, κ11ᵀ the transverse permittivity at constant stress and κ0 that of vacuum. The program asserts, in exact rational algebra for one set of constants, that the interior solution satisfies the coupled field equations, the side-wall conditions and the total force. For a = 25 nm, a length of 600 nm and F = 20 nN, a separate coupled finite-element solution of the clamped wire gives −60.37 mV at mid-wire on the compressed side with a grounded base, against −60.40 mV from the formula. Further assertions cover the flat plateau for grounded and insulating bases, the reversed potential at an insulating root, and the case e15 = 0. They also cover two other loads: a pure tip moment leaves almost no mid-wire potential, and a uniform lateral load gives a potential that follows the shear force. The output also sizes the effects of mobile electrons and flexoelectricity, which the model leaves out.

## Verification by program

```python
"""
Result under test: in an insulating c-axis piezoelectric wire bent by a tip
force F along x, the potential away from the ends does not depend on z:
    phi(surface) = F (d15-d33) cos(theta) / (pi a (kappa11_T + kappa_0)).
a: radius, L: length, z: distance from clamped root, theta: angle from x,
d15, d33: piezoelectric coefficients (charge per force),
kappa11_T: transverse permittivity at constant stress, kappa_0: vacuum.
Scaled units: length a, stress 1e11 Pa, piezoelectric constant 1 C/m2,
permittivity 1e-11 F/m, electric field 1e11 V/m.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

# Rough typical ZnO constants and chosen geometry
radius, length, force = 25e-9, 600e-9, 20e-9
c11, c12, c13, c33, c44 = 2.10, 1.20, 1.05, 2.10, 0.43
e15, e31, e33 = -0.45, -0.50, 1.20
rel11, rel33, rel_base = 8.5, 10.0, 10.0
k0 = const.epsilon_0 / 1e-11
slender = length / radius
F = force / (1e11 * radius**2)
volt = 1e11 * radius


def derived(e15_value):
    """Poisson ratio, Young modulus, d15, d33, free permittivity, potential."""
    nu = c13 / (c11 + c12)
    young = c33 - 2 * nu * c13
    d15 = e15_value / c44
    d33 = (e33 - 2 * nu * e31) / young
    k_free = rel11 * k0 + e15_value**2 / c44
    plateau = F * (d15 - d33) / (np.pi * (k_free + k0))
    return nu, young, d15, d33, k_free, plateau


def check_coupled_solution():
    """Exact rational check of the interior solution, with a=1 and F/I=1."""
    x, y, z, L, t, r, th = sp.symbols('x y z L t r theta', real=True)
    q = lambda v: sp.Rational(str(round(v, 8)))
    C11, C12, C13, C33, C44 = map(q, (c11, c12, c13, c33, c44))
    E15, E31, E33, K0 = map(q, (e15, e31, e33, k0))
    K11, K33 = q(rel11) * K0, q(rel33) * K0
    nu = C13 / (C11 + C12)
    young = C33 - 2 * nu * C13
    d15, d33 = E15 / C44, (E33 - 2 * nu * E31) / young
    KT = K11 + E15**2 / C44
    beta = 2 * nu * C44 / young
    A, B, Cc = (3 - beta) / 8, (1 - 3 * beta) / 8, (1 + beta) / 4
    rho0 = d15 - d33
    cc = (3 * KT + K0) / (KT + K0)
    phi = rho0 / (8 * KT) * x * (cc - x**2 - y**2)
    warp = ((A * (x - x**3 / 3) - B * x * y**2) / C44
            + nu / young * (x**3 / 6 - x * y**2 / 2) - d15 * phi)
    ux = (nu * (L - z) * (x**2 - y**2) / 2 + L * z**2 / 2 - z**3 / 6) / young
    uy = nu * (L - z) * x * y / young
    uz = -x * (L * z - z**2 / 2) / young + warp
    D = sp.diff
    strain = sp.Matrix([D(ux, x), D(uy, y), D(uz, z), D(uy, z) + D(uz, y),
                        D(ux, z) + D(uz, x), D(ux, y) + D(uy, x)])
    field = -sp.Matrix([D(phi, x), D(phi, y), D(phi, z)])
    stiff = sp.zeros(6, 6)
    stiff[:3, :3] = sp.Matrix([[C11, C12, C13], [C12, C11, C13],
                               [C13, C13, C33]])
    stiff[3, 3] = stiff[4, 4] = C44
    stiff[5, 5] = (C11 - C12) / 2
    piezo = sp.zeros(3, 6)
    piezo[0, 4] = piezo[1, 3] = E15
    piezo[2, 0] = piezo[2, 1] = E31
    piezo[2, 2] = E33
    s = (stiff * strain - piezo.T * field).applyfunc(sp.expand)
    disp = (piezo * strain + sp.diag(K11, K11, K33) * field)
    disp = disp.applyfunc(sp.expand)
    tensor = sp.Matrix([[s[0], s[5], s[4]], [s[5], s[1], s[3]],
                        [s[4], s[3], s[2]]])
    xyz = (x, y, z)
    for i in range(3):
        assert sp.expand(sum(D(tensor[i, j], xyz[j]) for j in range(3))) == 0
    assert sp.expand(sum(D(disp[j], xyz[j]) for j in range(3))) == 0
    # Rational parametrization of the unit circle
    circle = {x: (1 - t**2) / (1 + t**2), y: 2 * t / (1 + t**2)}
    for i in range(3):
        traction = tensor[i, 0] * x + tensor[i, 1] * y
        assert sp.simplify(traction.subs(circle)) == 0
    surface = rho0 / (4 * (KT + K0))
    assert sp.simplify((phi - surface * x).subs(circle)) == 0
    # The outer potential surface*x/r^2 has radial displacement K0*surface*x
    jump = disp[0] * x + disp[1] * y - K0 * surface * x
    assert sp.simplify(jump.subs(circle)) == 0
    polar = sp.expand(s[4].subs({x: r * sp.cos(th), y: r * sp.sin(th)}) * r)
    total = sp.integrate(sp.integrate(polar, (r, 0, 1)), (th, 0, 2 * sp.pi))
    assert sp.simplify(total - sp.pi / 4) == 0


def shape(t):
    return (np.array([t * (t - 1) / 2, 1 - t * t, t * (t + 1) / 2]),
            np.array([t - 0.5, -2 * t, t + 0.5]))


def with_midpoints(b):
    return np.sort(np.concatenate([b, (b[1:] + b[:-1]) / 2]))


def solve_wire(level, grounded, e15_value=e15):
    """Coupled finite elements for the first azimuthal harmonic.
    u_r=U cos, u_theta=(S-U) sin, u_z=W cos, potential=P cos.
    Loads: tip force F, tip moment F*L, uniform lateral load of total F.
    Returns z, surface potential at x=+a (one column per load), tip U."""
    rb = np.concatenate([np.linspace(0, 1, 4 * level + 1),
                         np.geomspace(1, 40, 6 * level + 1)[1:]])
    far = np.geomspace(1, 41, 5 * level + 1) - 1
    far[0] = 0.0
    zb = np.concatenate([-far[::-1],
                         np.linspace(0, slender, 30 * level + 1)[1:],
                         slender + far[1:]])
    rn, zn = with_midpoints(rb), with_midpoints(zb)
    nr, nodes = len(rn), len(rn) * len(zn)
    I, J = [m.ravel() for m in np.meshgrid(np.arange(len(rb) - 1),
                                          np.arange(len(zb) - 1))]
    hr, hz = np.diff(rb)[I], np.diff(zb)[J]
    rc, zc = rb[I] + hr / 2, zb[J] + hz / 2
    wire = (rc < 1) & (zc > 0) & (zc < slender)
    conn = np.stack([(2 * J + b) * nr + 2 * I + a
                     for b in range(3) for a in range(3)], axis=1)
    ne = len(I)
    # Generalized strain: rr, tt, zz, tz, rz, rt, E_r, E_t, E_z
    mat = np.zeros((9, 9))
    mat[:3, :3] = [[c11, c12, c13], [c12, c11, c13], [c13, c13, c33]]
    mat[3, 3] = mat[4, 4] = c44
    mat[5, 5] = (c11 - c12) / 2
    piezo = np.zeros((3, 6))
    piezo[0, 4] = piezo[1, 3] = e15_value
    piezo[2, :3] = [e31, e31, e33]
    mat[6:, :6], mat[:6, 6:] = -piezo, -piezo.T
    mat[6:, 6:] = -np.diag([rel11 * k0, rel11 * k0, rel33 * k0])
    outside = np.zeros((9, 9))
    outside[6:, 6:] = -k0 * np.eye(3)
    law = np.where(wire[:, None, None], mat, outside)
    law[zc < 0] = outside * rel_base
    gp, gw = np.polynomial.legendre.leggauss(3)
    K = np.zeros((ne, 36, 36))
    volume = np.zeros(nodes)
    for s, ws in zip(gp, gw):
        for t, wt in zip(gp, gw):
            (Nr, dNr), (Nz, dNz) = shape(s), shape(t)
            N = np.outer(Nz, Nr).ravel()
            gr = np.outer(Nz, dNr).ravel()[None] * (2 / hr)[:, None]
            gz = np.outer(dNz, Nr).ravel()[None] * (2 / hz)[:, None]
            r = rc + s * hr / 2
            Nor = N[None] / r[:, None]
            B = np.zeros((ne, 9, 36))
            B[:, 0, 0::4] = gr
            B[:, 1, 1::4] = Nor
            B[:, 2, 2::4] = gz
            B[:, 3, 0::4], B[:, 3, 1::4], B[:, 3, 2::4] = -gz, gz, -Nor
            B[:, 4, 0::4], B[:, 4, 2::4] = gz, gr
            B[:, 5, 0::4], B[:, 5, 1::4] = -gr, gr - Nor
            B[:, 6, 3::4], B[:, 7, 3::4], B[:, 8, 3::4] = -gr, Nor, -gz
            w = ws * wt * hr * hz / 4 * r
            K += np.matmul(B.transpose(0, 2, 1),
                           np.matmul(law, B)) * w[:, None, None]
            np.add.at(volume, conn, (w * wire)[:, None] * N[None])
    dof = (4 * conn[:, :, None] + np.arange(4)).reshape(ne, 36)
    rows = np.repeat(dof, 36, axis=1).ravel()
    cols = np.tile(dof, (1, 36)).ravel()
    full = coo_matrix((K.ravel(), (rows, cols)),
                      shape=(4 * nodes, 4 * nodes)).tocsr()
    # Integrals over the tip face for shear and bending tractions
    tip = 2 * (35 * level) * nr
    face, lever = np.zeros(nodes), np.zeros(nodes)
    for i in range(4 * level):
        h = rb[i + 1] - rb[i]
        for s, ws in zip(gp, gw):
            r = rb[i] + h * (1 + s) / 2
            ids = tip + 2 * i + np.arange(3)
            face[ids] += shape(s)[0] * r * ws * h / 2
            lever[ids] += shape(s)[0] * r**2 * ws * h / 2
    load = np.zeros((4 * nodes, 3))
    load[0::4, 0], load[1::4, 0] = 2 * F / np.pi * face, -F / np.pi * face
    load[2::4, 1] = -F * slender / (np.pi / 4) * lever
    body = F / slender / np.pi
    load[0::4, 2], load[1::4, 2] = 2 * body * volume, -body * volume
    Z, R = [m.ravel() for m in np.meshgrid(zn, rn, indexing='ij')]
    tol = 1e-8
    solid = (R < 1 + tol) & (Z > tol) & (Z < slender + tol)
    off_axis = R > tol
    free = np.zeros((nodes, 4), bool)
    free[:, 0] = solid
    free[:, 1] = free[:, 2] = solid & off_axis
    free[:, 3] = (off_axis & (R < rn[-1] - tol) & (Z > zn[0] + tol)
                  & (Z < zn[-1] - tol))
    if grounded:
        free[:, 3] &= Z > tol
    act = np.flatnonzero(free.ravel())
    u = np.zeros((4 * nodes, 3))
    u[act] = splu(full[act][:, act].tocsc()).solve(load[act])
    line = np.arange(len(zn)) * nr + 8 * level
    return zn, u[4 * line + 3], u[4 * tip, 0]


check_coupled_solution()
nu, young, d15, d33, k_free, plateau = derived(e15)
inertia = np.pi / 4
z, pot, tip_move = solve_wire(2, True)
zi, pot_i, _ = solve_wire(2, False)
z1, pot1, _ = solve_wire(1, True)
z1i, pot1i, _ = solve_wire(1, False)
z_n, pot_n, _ = solve_wire(1, True, 0.0)


def at(fraction, grid, values):
    return np.interp(fraction * slender, grid, values)


mid = at(0.5, z, pot[:, 0])
mid_i = at(0.5, zi, pot_i[:, 0])
mid1 = at(0.5, z1, pot1[:, 0])
clamped_formula = F * (d15 - d33) / (np.pi * (rel11 * k0 + k0))
bend = F * slender**3 / (3 * young * inertia)
assert abs(tip_move / bend - 1) < 0.02
assert abs(mid / plateau - 1) < 0.01
assert abs(mid / clamped_formula - 1) > 0.03
assert abs(mid1 / mid - 1) < 0.01
window = np.linspace(0.3, 0.8, 26)
flat = np.ptp(at(window, z, pot[:, 0])) / abs(mid)
flat_i = np.ptp(at(window, zi, pot_i[:, 0])) / abs(mid_i)
assert flat < 0.02 and flat_i < 0.03
# Moment without shear force: no interior potential
moment_mid = at(0.5, z, pot[:, 1])
assert abs(moment_mid / plateau) < 0.02
# Uniform lateral load: potential follows the linear shear force
for p in (0.35, 0.5, 0.7):
    assert abs(at(p, z, pot[:, 2]) / plateau - (1 - p)) < 0.03
# Without e15 only the axial coefficient d33 supplies charge
only_axial = derived(0.0)[5]
axial_mid = at(0.5, z_n, pot_n[:, 0])
assert abs(axial_mid / only_axial - 1) < 0.02


def root_extreme(grid, values):
    near = (grid >= -1e-9) & (grid <= 0.2 * slender)
    k = np.argmax(np.abs(values[near]))
    return values[near][k], grid[near][k]


root, root_z = root_extreme(zi, pot_i[:, 0])
root1, _ = root_extreme(z1i, pot1i[:, 0])
assert root * plateau < 0 and abs(root) > 2 * abs(plateau)

# Sizes of effects outside the model
mV = 1e3 * volt
strain = F * slender / (young * inertia)
slope = F * slender**2 / (2 * young * inertia)
rho_edge = F / inertia * (d15 - d33) / radius     # C/m3
c_fac = (3 * k_free + k0) / (k_free + k0)
field_axis = abs(F / inertia * (d15 - d33)) * c_fac / (8 * k_free) * 1e11
kappa = k_free * 1e-11
n_debye = kappa * const.k * 300 / (const.e**2 * radius**2)
carrier_mV = lambda n: 1e3 * const.e * n * 1e6 * radius**2 / (4 * kappa)
flexo_volt = 1.0    # rough flexocoupling voltage
flexo_mV = 1e3 * flexo_volt * k_free / (k_free + k0) * strain

print(f"radius {radius*1e9:.0f} nm, length {length*1e9:.0f} nm, "
      f"tip force {force*1e9:.0f} nN")
print("c11 c12 c13 c33 c44 (rough):",
      *[f"{100*c:.0f}" for c in (c11, c12, c13, c33, c44)], "GPa")
print(f"e15 {e15:.2f}, e31 {e31:.2f}, e33 {e33:.2f} C/m2 (rough)")
print(f"relative permittivity, clamped: 11 {rel11}, 33 {rel33}; "
      f"insulating base {rel_base}")
print(f"Poisson ratio nu {nu:.4f}; Young modulus E {young*100:.1f} GPa")
print(f"d15 {d15*10:.2f} pm/V, d33 {d33*10:.2f} pm/V")
print(f"relative permittivity 11 at constant stress {k_free/k0:.3f}")
print(f"second moment of area I {inertia*(radius*1e9)**4:.4g} nm^4")
print(f"charge density at x=+a {rho_edge:.4g} C/m3 "
      f"= {rho_edge/const.e*1e-6:.3g} e/cm3")
print(f"formula: surface potential at x=+a {plateau*mV:.2f} mV, "
      f"across wire {2*abs(plateau)*mV:.2f} mV")
print(f"formula with clamped permittivity {clamped_formula*mV:.2f} mV")
print(f"finite elements, mid-wire: grounded base {mid*mV:.2f} mV, "
      f"insulating base {mid_i*mV:.2f} mV")
print(f"mesh shift (coarse minus fine) mid-wire {(mid1-mid)*mV:.4f} mV")
print("z/L | moment (nN um) | potential at x=+a (mV): grounded, insulating")
for p in (0.05, 0.1, 0.2, 0.3, 0.5, 0.7, 0.9, 1.0):
    print(f"{p:.2f} | {force*length*(1-p)*1e15:.2f} | "
          f"{at(p, z, pot[:,0])*mV:.2f}, {at(p, zi, pot_i[:,0])*mV:.2f}")
print(f"spread of potential for z/L 0.3 to 0.8: grounded {100*flat:.3f} %, "
      f"insulating {100*flat_i:.3f} %")
print(f"insulating base, root extreme at x=+a {root*mV:.0f} mV "
      f"at z = {root_z*radius*1e9:.1f} nm")
print(f"mesh shift of root extreme {(root1-root)*mV:.0f} mV")
print(f"pure tip moment F*L: mid-wire potential {moment_mid*mV:.3f} mV")
for p in (0.35, 0.5, 0.7):
    print(f"uniform load, total F, z/L {p:.2f}: computed "
          f"{at(p, z, pot[:,2])*mV:.2f} mV, shear law {(1-p)*plateau*mV:.2f} mV")
print(f"e15 set to zero: computed {axial_mid*mV:.2f} mV, "
      f"formula {only_axial*mV:.2f} mV")
print(f"tip deflection: beam formula {bend*radius*1e9:.2f} nm, "
      f"finite elements {tip_move*radius*1e9:.2f} nm")
print(f"largest bending strain {100*strain:.3f} %, tip slope {slope:.4f} rad")
print(f"field on the axis {field_axis*1e-8:.4f} MV/cm "
      "(rough breakdown scale: a few MV/cm)")
print(f"electron density with Debye length = radius at 300 K "
      f"{n_debye*1e-6:.2g} cm-3")
for n in (1e15, 1e17):
    print(f"potential scale e n a^2/(4 kappa) for n={n:.0e} cm-3: "
          f"{carrier_mV(n):.3g} mV")
print(f"flexoelectric potential scale at root, rough {flexo_volt:.0f} V "
      f"coupling: {flexo_mV:.2f} mV; at mid-wire {flexo_mV/2:.2f} mV")
print("PASS")
```

Printed output:

```
radius 25 nm, length 600 nm, tip force 20 nN
c11 c12 c13 c33 c44 (rough): 210 120 105 210 43 GPa
e15 -0.45, e31 -0.50, e33 1.20 C/m2 (rough)
relative permittivity, clamped: 11 8.5, 33 10.0; insulating base 10.0
Poisson ratio nu 0.3182; Young modulus E 143.2 GPa
d15 -10.47 pm/V, d33 10.60 pm/V
relative permittivity 11 at constant stress 9.032
second moment of area I 3.068e+05 nm^4
charge density at x=+a -3.434e+04 C/m3 = -2.14e+17 e/cm3
formula: surface potential at x=+a -60.40 mV, across wire 120.80 mV
formula with clamped permittivity -63.78 mV
finite elements, mid-wire: grounded base -60.37 mV, insulating base -60.35 mV
mesh shift (coarse minus fine) mid-wire -0.1667 mV
z/L | moment (nN um) | potential at x=+a (mV): grounded, insulating
0.05 | 11.40 | -29.48, 28.95
0.10 | 10.80 | -55.38, -45.77
0.20 | 9.60 | -60.04, -59.51
0.30 | 8.40 | -60.29, -60.19
0.50 | 6.00 | -60.37, -60.35
0.70 | 3.60 | -60.36, -60.35
0.90 | 1.20 | -59.93, -59.93
1.00 | 0.00 | -53.72, -53.72
spread of potential for z/L 0.3 to 0.8: grounded 0.129 %, insulating 0.278 %
insulating base, root extreme at x=+a 337 mV at z = -0.0 nm
mesh shift of root extreme -19 mV
pure tip moment F*L: mid-wire potential -0.059 mV
uniform load, total F, z/L 0.35: computed -39.20 mV, shear law -39.26 mV
uniform load, total F, z/L 0.50: computed -30.18 mV, shear law -30.20 mV
uniform load, total F, z/L 0.70: computed -18.12 mV, shear law -18.12 mV
e15 set to zero: computed -32.13 mV, formula -32.10 mV
tip deflection: beam formula 32.78 nm, finite elements 32.71 nm
largest bending strain 0.683 %, tip slope 0.0820 rad
field on the axis 0.0376 MV/cm (rough breakdown scale: a few MV/cm)
electron density with Debye length = radius at 300 K 2.1e+16 cm-3
potential scale e n a^2/(4 kappa) for n=1e+15 cm-3: 0.313 mV
potential scale e n a^2/(4 kappa) for n=1e+17 cm-3: 31.3 mV
flexoelectric potential scale at root, rough 1 V coupling: 6.15 mV; at mid-wire 3.07 mV
PASS
```
